\section*{Lost pi donation and the rotation barrier of aminoborane}

\section*{The question}

Aminoborane, $\mathrm{H_2N{-}BH_2}$, is a small molecule in which an amide nitrogen is bound to an atom with an empty p orbital. It serves here as a minimal model of an amide ligand. The task is to compute its planar and perpendicular forms and to decide how much of the rotation barrier is due to lost donation from nitrogen into that orbital.

Boron is at the origin, nitrogen is on the $z$ axis, and the $\mathrm{BH_2}$ group lies in the $yz$ plane. Three structures are used:
\begin{itemize}
\item \emph{planar}: all atoms lie in the $yz$ plane;
\item \emph{rigid twist}: $\mathrm{NH_2}$ is turned by $90^\circ$ about $z$, with all bond lengths and the planar nitrogen kept;
\item \emph{relaxed twist}: the perpendicular form is optimized, and nitrogen may become pyramidal with its two hydrogens at $\pm x$.
\end{itemize}
The main level is restricted Hartree--Fock (RHF) with the def2-SVP basis. Energies are electronic energies including nuclear repulsion, without zero-point or thermal terms.

\section*{Part (a): which orbitals may mix?}

\textbf{Question.} Let $M$ be the reflection $x\to-x$. Show that the Fock operator $F$ does not couple orbitals of opposite parity under $M$. Identify the donor to boron $p_x$ in the planar and in the perpendicular form.

\textbf{Answer.} In all three structures $M$ either leaves a nucleus in place or exchanges two hydrogens. The kinetic energy and the nuclear attraction are therefore unchanged by $M$. We take the symmetry-adapted RHF solution, in which each occupied orbital is even or odd:
\begin{equation}
\phi_i(M\mathbf r)=p_i\,\phi_i(\mathbf r),\qquad p_i=\pm1 .
\end{equation}
The density matrix then obeys
\begin{equation}
\begin{aligned}
P(M\mathbf r,M\mathbf r')
&=2\sum_i p_i^2\,\phi_i(\mathbf r)\phi_i^*(\mathbf r')\\
&=P(\mathbf r,\mathbf r'),
\end{aligned}
\end{equation}
because $p_i^2=1$. The Coulomb and exchange operators are built from $P$ and from the distance between electrons, which $M$ preserves. Hence $M^\dagger FM=F$. For an even function $e$ and an odd function $o$,
\begin{equation}
\begin{aligned}
\langle e|F|o\rangle&=\langle e|M^\dagger FM|o\rangle\\
&=\langle Me|F|Mo\rangle=-\langle e|F|o\rangle ,
\end{aligned}
\end{equation}
so $\langle e|F|o\rangle=0$. The same argument with $F$ replaced by unity gives zero overlap.

Boron $p_x$ is odd. In the planar form the nitrogen lone pair is also $p_x$-like and odd, so it can donate into boron $p_x$. After the turn the lone pair lies in the $yz$ plane and is even, whether nitrogen is planar or pyramidal. Its donation into boron $p_x$ is then forbidden by symmetry.

The odd channel is not empty, however. In the perpendicular form the hydrogens $h_1,h_2$ of $\mathrm{NH_2}$ sit on opposite sides of the $yz$ plane. The difference $h_1-h_2$ is odd and combines with nitrogen $p_x$ into an occupied N--H bonding orbital, which may donate into boron $p_x$. The twist thus replaces one donor by another. Symmetry does not say which donates more; that needs a calculation.

\section*{Part (b): the structures and the barrier}

\textbf{Question.} How many geometrical parameters must be optimized for each form, and how are their gradients obtained? The optimized RHF energies are $-81.434764$ hartree (planar) and $-81.387948$ hartree (relaxed twist). Find the barrier and interpret the change of structure.

\textbf{Answer.} The planar form has two equal N--H and two equal B--H bonds. Its parameters are the B--N, N--H and B--H lengths, the H--N--H angle and the N--B--H angle: five in all.

In the relaxed twist only the mirror plane $yz$ remains. Four atoms lie in this plane and have two coordinates each, which gives eight. One hydrogen of $\mathrm{NH_2}$ has three coordinates, and the other is its mirror image. From these eleven we subtract two translations within the plane and one rotation about $x$, which leaves eight parameters.

If $X_i$ are the Cartesian coordinates of the nuclei and $p_k$ the parameters, the chain rule gives
\begin{equation}
\frac{\partial E}{\partial p_k}=\sum_i
\frac{\partial E}{\partial X_i}\frac{\partial X_i}{\partial p_k}.
\end{equation}
The first factor is the analytic RHF gradient; the second follows from the construction of the geometry. A quasi-Newton search with these gradients ended with every Cartesian component below $10^{-4}$ hartree/bohr. It gave:
\begin{center}
\begin{tabular}{lrr}
 & planar & relaxed twist\\
B--N length (pm) & 138.8 & 146.8\\
N--H length (pm) & 99.9 & 101.0\\
H--N--H angle (degrees) & 113.7 & 103.8\\
angle sum at N (degrees) & 360.0 & 323.7
\end{tabular}
\end{center}

The barrier is the energy difference per molecule, converted with the hartree in joules and Avogadro's constant:
\begin{equation}
\begin{aligned}
V&=(-81.387948+81.434764)\ \text{hartree}\\
&=0.046816\ \text{hartree}\\
&\;\widehat{=}\;122.9\ \mathrm{kJ\,mol^{-1}},
\end{aligned}
\end{equation}
or $1.27$ eV per molecule. The B--N bond is about 8 pm longer in the twisted form and nitrogen is pyramidal. Both changes are compatible with a weaker pi bond, but they neither show that it is their only cause nor measure its energy.

Some curvatures can be examined by displacing the optimized structures without further relaxation. Turning $\mathrm{NH_2}$ by $10^\circ$ out of the planar form raises the energy by $3.5\ \mathrm{kJ\,mol^{-1}}$, and tilting it by $15^\circ$ towards a pyramidal nitrogen raises it by $2.4\ \mathrm{kJ\,mol^{-1}}$. Turning the relaxed twist back by $10^\circ$ lowers the energy by $2.7\ \mathrm{kJ\,mol^{-1}}$. By reflection the opposite displacements give the same changes. The planar form is thus stable against these two motions, and the perpendicular form is unstable against rotation. This is not a complete vibrational analysis.

The rigid twist lies $V_{\mathrm r}=151.7\ \mathrm{kJ\,mol^{-1}}$ above the planar form, so relaxation releases $28.8\ \mathrm{kJ\,mol^{-1}}$. The rigid path is not a single twofold cosine. Such a curve, $V_{\mathrm r}(1-\cos2\varphi)/2=V_{\mathrm r}\sin^2\varphi$, would give $4.6\ \mathrm{kJ\,mol^{-1}}$ at $10^\circ$, not 3.5.

\section*{Part (c): switching the donation off}

\textbf{Question.} Let $A$ be the set of all $x$-odd basis functions on the atoms of $\mathrm{BH_2}$. An ``open'' calculation is ordinary RHF. A ``closed'' calculation omits $A$ and reoptimizes all orbitals at the same geometry. Define
\begin{equation}
D=E_{\mathrm{closed}}-E_{\mathrm{open}} .
\end{equation}
Show that $D\ge0$, and relate the open and closed barriers. The calculated values of $D$ are 112.5 (planar), 23.0 (rigid twist) and 25.4 (relaxed twist) $\mathrm{kJ\,mol^{-1}}$. Is the barrier mainly lost donation at this level?

\textbf{Answer.} With coefficient matrix $C$, overlap matrix $S$ and orbital energies $\varepsilon$, the open calculation solves $FC=SC\varepsilon$ in the full basis. The closed one solves the same equations after the rows and columns belonging to $A$ have been removed. Every closed determinant is also a permitted open determinant, namely one whose coefficients on $A$ vanish. A minimum over the larger set cannot lie above a minimum over the smaller one, so $E_{\mathrm{open}}\le E_{\mathrm{closed}}$ and $D\ge0$. This assumes that each calculation has reached its lowest determinant.

The set $A$ contains boron $p_x$ and odd polarization functions. The B--H bonds lie in the mirror plane and are even, so they do not use $A$. The even functions of boron, which form the sigma bonds, remain available. The same functions are removed in both conformers, but the basis error caused by their removal need not be the same in each; part (e) returns to this.

For a twisted form $t$ and the planar form $p$, insert $E_{\mathrm{open}}=E_{\mathrm{closed}}-D$:
\begin{equation}
\begin{aligned}
V&=E_{\mathrm{open}}^{t}-E_{\mathrm{open}}^{p}\\
&=(E_{\mathrm{closed}}^{t}-D_t)-(E_{\mathrm{closed}}^{p}-D_p)\\
&=V_{\mathrm{closed}}+(D_p-D_t).
\end{aligned}
\label{eq:split}
\end{equation}
The bracket is the net loss of donation into boron. Its second term matters: the N--H donor of the perpendicular form returns part of what the lone pair no longer gives.

This is an identity and proves nothing about the cause by itself. The physical content is the size of $V_{\mathrm{closed}}$, the barrier that remains when neither conformer can use the acceptor. If lost donation were unimportant, $V_{\mathrm{closed}}$ would be close to $V$. We call donation the main contribution if $V_{\mathrm{closed}}<V/2$. For the rigid twist,
\begin{equation}
\frac{D_p-D_t}{V_{\mathrm r}}=\frac{112.5-23.0}{151.7}
=\frac{89.5}{151.7}=59\,\%,
\end{equation}
and for the relaxed twist,
\begin{equation}
\frac{D_p-D_t}{V}=\frac{112.5-25.4}{122.9}
=\frac{87.1}{122.9}=71\,\%.
\end{equation}
The closed barriers, from unrounded energies, are 62.1 and $35.8\ \mathrm{kJ\,mol^{-1}}$. At RHF/def2-SVP, with this partition, the barrier is therefore mainly lost donation.

The remainder is not small. It collects all other effects, among them the repulsion between filled orbitals, electrostatics, delocalization among the even orbitals and changes at nitrogen. This calculation does not separate them. One feature can be read off. Relaxing the twist lowers the open energy by 28.8 and the closed energy by $62.1-35.8=26.3\ \mathrm{kJ\,mol^{-1}}$. The relaxation is thus worth nearly as much without the boron acceptor, and its larger effect on the share comes through the smaller denominator.

The closed energies belong to geometries optimized with the acceptor open. Optimizing the closed forms would lower both energies, and the direction in which $V_{\mathrm{closed}}$ would move is not known from these data.

\section*{Part (d): why is the second donor weaker?}

\textbf{Question.} The Mulliken population of $A$ in the odd occupied orbital is
\begin{equation}
q=2\sum_{\mu\in A}c_\mu (Sc)_\mu ,
\end{equation}
where $c$ holds the real coefficients of that orbital. It is 0.292 in the planar form and 0.068 in the relaxed twist. Use a model of one donor and one acceptor orbital to interpret $D$ and $q$ together.

\textbf{Answer.} Take orthonormal donor and acceptor orbitals with energies $0$ and $\Delta>0$ and coupling $\beta$. The eigenvalues $\varepsilon$ of the $2\times2$ matrix satisfy
\begin{equation}
\varepsilon(\varepsilon-\Delta)-\beta^2=0 ,
\end{equation}
so the lower one is
\begin{equation}
\varepsilon=\frac{\Delta-\Omega}{2},\qquad
\Omega=\sqrt{\Delta^2+4\beta^2}.
\end{equation}
The acceptor weight $s$ in this orbital is $\partial\varepsilon/\partial\Delta$ in magnitude and sign, since $\Delta$ multiplies only the acceptor projector. As $\partial\Omega/\partial\Delta=\Delta/\Omega$,
\begin{equation}
s=\frac12\left(1-\frac{\Delta}{\Omega}\right)
=\frac{\Omega-\Delta}{2\Omega}.
\end{equation}
Two electrons occupy the orbital. Hence $q=2s=(\Omega-\Delta)/\Omega$, while the stabilization is $D=-2\varepsilon=\Omega-\Delta$. Dividing and rearranging gives
\begin{equation}
\Omega=\frac Dq,\qquad \Delta=\Omega(1-q),
\end{equation}
and from $4\beta^2=\Omega^2-\Delta^2$,
\begin{equation}
|\beta|=\frac{\Omega}{2}\sqrt{1-(1-q)^2}
=\frac{\Omega}{2}\sqrt{q(2-q)} .
\end{equation}
For $|\beta|\ll\Delta$ these relations reduce to $D\approx2\beta^2/\Delta$: donation grows with the square of the coupling and falls with the gap.

For the planar form $\Omega=112.5/0.292=385$, so $\Delta\approx273$ and $|\beta|\approx136\ \mathrm{kJ\,mol^{-1}}$. For the relaxed twist $\Omega=25.4/0.068\approx374$, so $\Delta\approx348$ and $|\beta|\approx68\ \mathrm{kJ\,mol^{-1}}$. In this model and this basis the coupling of the N--H donor is about half as large and its gap is wider. Only the first of these findings is robust. With def2-TZVP, $q$ is 0.266 (planar) and 0.077 (relaxed twist). With the values of $D$ from part (e) this gives $\Delta\approx240$ and $210$, and $|\beta|\approx110$ and $43\ \mathrm{kJ\,mol^{-1}}$. The order of the gaps is reversed, while the coupling of the N--H donor remains the smaller one. Within the model, the weaker donation is therefore due to the smaller coupling.

The character of the donor agrees with part (a). The two hydrogens of $\mathrm{NH_2}$ carry 0.86 electrons of the odd orbital in the relaxed twist, but 0.02 in the planar form. The model parameters are effective quantities. The model neglects overlap and the response of the other electrons, and Mulliken populations depend on the basis, so $\Delta$ and $\beta$ should not be taken for orbital energies or Fock matrix elements of the molecule.

\section*{Part (e): does the conclusion survive a larger basis?}

\textbf{Question.} At the same geometries, RHF/def2-TZVP gives the following energies in $\mathrm{kJ\,mol^{-1}}$; here $D_p=85.9$.
\begin{center}
\begin{tabular}{lrr}
 & rigid twist & relaxed twist\\
$V$ & 146.0 & 121.7\\
$D_t$ & 14.8 & 17.3
\end{tabular}
\end{center}
Find the donation shares. Explain why a larger basis need not give a better partition.

\textbf{Answer.} The shares are
\begin{equation}
\begin{aligned}
\text{rigid:}\quad&\frac{85.9-14.8}{146.0}=49\,\%,\\
\text{relaxed:}\quad&\frac{85.9-17.3}{121.7}=56\,\%.
\end{aligned}
\end{equation}
The relaxed barrier itself changes by only $1.2\ \mathrm{kJ\,mol^{-1}}$ from def2-SVP, but its division changes much more. In this basis donation accounts for more than half of the relaxed barrier, and for slightly less than half of the rigid one. The shares keep falling as the basis grows. With def2-QZVP on boron and nitrogen and def2-TZVPP on hydrogen, the barriers are 144.7 (rigid) and $121.1\ \mathrm{kJ\,mol^{-1}}$ (relaxed), and the shares are 42\,\% and 49\,\%.

The reason lies in what the deletion forbids. It removes functions centred on $\mathrm{BH_2}$, not a region of space. Functions centred on nitrogen extend over boron and can partly replace the deleted ones. In the limit of a complete set on nitrogen, they could represent any orbital, including boron $p_x$. Deleting $A$ would then forbid nothing, and
\begin{equation}
E_{\mathrm{closed}}\to E_{\mathrm{open}},\qquad
D\to0,\qquad V_{\mathrm{closed}}\to V .
\end{equation}
The total energy improves towards this limit while the partition loses its meaning. The deletion is useful only with functions compact enough to be assigned to their atoms, and no unique share exists.

A calculation on the planar form shows the influence of nitrogen's functions. With def2-TZVP on nitrogen alone and def2-SVP on all other atoms, $D_p$ falls from 112.5 to $85.9\ \mathrm{kJ\,mol^{-1}}$. To the digits given, this equals the change found with the larger basis on every atom. So close a match may be accidental, because the larger basis on $\mathrm{BH_2}$ also changes the deleted set $A$ and the functions that remain there.

The small basis has an error of the opposite kind. Functions on $\mathrm{BH_2}$ may improve a poor description of nitrogen's own density, and this gain is then counted as donation. To estimate it, replace $\mathrm{BH_2}$ by a hydrogen atom on the B--N axis at the N--H distance, which gives planar $\mathrm{NH_3}$. Keep the basis functions of $\mathrm{BH_2}$ at their old positions, without its nuclei and electrons. Deleting their odd members raises the energy by $10.1\ \mathrm{kJ\,mol^{-1}}$ in def2-SVP and by $1.4\ \mathrm{kJ\,mol^{-1}}$ in def2-TZVP.

This is a rough estimate, not an upper bound, because the added hydrogen brings an odd function of its own that can also improve nitrogen's density. As a correction, subtract the first value from $D_p$ in def2-SVP and nothing from $D_t$. The shares become
\begin{equation}
\frac{89.5-10.1}{151.7}=52\,\%,\qquad
\frac{87.1-10.1}{122.9}=63\,\%.
\end{equation}
The majority at the main level survives this correction, though narrowly for the rigid twist. If the odd function of the added hydrogen is removed from both calculations, the def2-SVP estimate rises to $12.5\ \mathrm{kJ\,mol^{-1}}$ and the shares become 51\,\% and 61\,\%. The original control applied to the twisted forms gives only about $1\ \mathrm{kJ\,mol^{-1}}$. The $\mathrm{NH_3}$ value falls by 8.7 between the two bases, whereas $D_p$ falls by $26.6\ \mathrm{kJ\,mol^{-1}}$. If the $\mathrm{NH_3}$ estimate can be transferred, the artefact explains about a third of the fall. That the rest comes from nitrogen functions reaching over boron is plausible, but these data do not prove it.

\section*{Part (f): how far does the result reach?}

\textbf{Question.} Second-order M{\o}ller--Plesset theory (MP2) with def2-TZVP and all electrons correlated, at the RHF geometries, gives a relaxed barrier of $136.1\ \mathrm{kJ\,mol^{-1}}$. What does this add, and what may be concluded about amide ligands?

\textbf{Answer.} RHF treats each electron in the mean field of the others. MP2 adds electron correlation to second order and raises the barrier by
\begin{equation}
136.1-121.7=14.4\ \mathrm{kJ\,mol^{-1}},
\end{equation}
which is 12\,\% of the RHF value in the same basis. The size of the barrier is therefore moderately sensitive to correlation. The MP2 value depends on the settings at the level of $1\ \mathrm{kJ\,mol^{-1}}$: a frozen core gives 134.9, and the quadruple-zeta basis of part (e) with all electrons correlated gives $135.4\ \mathrm{kJ\,mol^{-1}}$. The MP2 value still omits higher-order correlation, the remaining basis error, reoptimization of the geometries and vibrational energy. It also does not say how the additional $14.4\ \mathrm{kJ\,mol^{-1}}$ should be divided, because the closed calculation was made at the RHF level.

The justified conclusion has two parts. The symmetry statement is independent of the basis: in the perpendicular form the nitrogen lone pair cannot donate into boron $p_x$. The energetic statement belongs to a level and a partition: at RHF/def2-SVP the net loss of donation makes up 59\,\% of the rigid and 71\,\% of the relaxed barrier. With def2-TZVP it remains a large part, about one half, and in the quadruple-zeta basis it is below one half for both twists. The word ``mainly'' therefore does not hold beyond the smaller bases.

For a larger amide the same question can be asked, but these percentages cannot be carried over. Bulky groups on nitrogen add repulsion that may favour a twist. A metal centre may offer several acceptor orbitals, so that turning the amide exchanges one acceptor for another. If no mirror plane remains, parity no longer forbids donation from the lone pair into the acceptor, and the clean separation of part (a) is lost. This already happens in aminoborane at intermediate angles, which is why the analysis compares the end points of the rotation and not the path between them.
